# Why a 0.34 eV mobility activation energy need not reveal a trap

Q: I have the drift mobility of an amorphous organic film near room temperature. The slope of $\ln\mu$ against $1/kT$ gives an activation energy of 0.34 eV. So the film has a trap level 0.34 eV below the transport states, doesn't it?

A: It may have one, but the slope does not establish it. What the plot gives is a derivative,

$$E_a=-\frac{d\ln\mu}{d\beta},\qquad \beta=\frac1{kT}.$$

To turn it into a trap depth you need a model. Take yours: transport states at energy zero with free mobility $\mu_f$, and trap states at $-E_t$, with $r$ trap states per transport state. Let carriers be sparse and in equilibrium, and let $\mu_f$ and $r$ be independent of temperature. The Boltzmann weights are 1 for the transport states and $x=re^{\beta E_t}$ for the traps. Only the free fraction moves, so

$$\mu=\frac{\mu_f}{1+x}.$$

Since $dx/d\beta=E_tx$,

$$E_a=\frac{d\ln(1+x)}{d\beta}=E_t\,\frac{x}{1+x}.$$

The slope is the depth times the trapped fraction. It approaches $E_t$ when $x\gg1$. When $x\ll1$ it tends to zero, however deep the trap. So even in your model, slope and depth agree under a condition.

Q: Suppose nearly all my carriers are trapped. What else could produce 0.34 eV?

A: A smooth spread of site energies. Suppose carriers hop between localized sites whose energies have a Gaussian distribution of standard deviation $\sigma$, centred at zero. At low density and low field, simulations of such hopping can be summarised approximately by

$$\ln\frac{\mu}{\mu_0}=-\left(\frac{2\sigma}{3kT}\right)^2=-\frac49\sigma^2\beta^2 ,$$

with $\mu_0$ and $\sigma$ constant. The logarithm is natural. Differentiating,

$$E_a=\frac49\sigma^2\,(2\beta)=\frac{8\sigma^2}{9kT}.$$

For $\sigma=0.1$ eV and $kT=0.02585$ eV at 300 K,

$$E_a=\frac{8\times0.0100}{9\times0.02585}\ \text{eV}=0.344\ \text{eV}.$$

Had the law been written for $\log_{10}$, the slope would be larger by a factor of $\ln10$, giving 0.79 eV, so the base matters.

Q: The width is 0.1 eV, yet the activation energy is more than three times that. Surely the carriers have collected at some level near $-0.34$ eV?

A: They sit deep, but not at a level. Multiply the density of states by the Boltzmann factor and complete the square:

$$-\frac{E^2}{2\sigma^2}-\beta E=-\frac{(E+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.$$

The last term does not depend on $E$ and drops out on normalisation. The occupied distribution is therefore a Gaussian of the same width $\sigma$, centred at

$$\langle E\rangle_{\rm eq}=-\frac{\sigma^2}{kT}=-0.387\ \text{eV}.$$

The centre is not at $-0.344$ eV, and it moves when the temperature changes, which a trap level does not. Just 19% of the carriers lie within $kT$ of $-0.344$ eV.

Q: Your factor 4/9 comes from a fit to simulations. Can I see the activation energy emerge from hopping itself?

A: Yes, for a definite model. Put the sites on a cubic lattice of spacing $a$ with periodic boundaries and independent Gaussian energies, and allow hops between nearest neighbours at the Miller-Abrahams rate

$$w_{ij}=\nu_0\,e^{-\beta\max(0,\,E_j-E_i)},$$

with $\nu_0$ independent of temperature. Consider one carrier of charge $e$ on $N$ sites. Its equilibrium occupations are $p_i^0=e^{-\beta E_i}/Z$, where $Z=\sum_ie^{-\beta E_i}$. Because $E_i+\max(0,E_j-E_i)=\max(E_i,E_j)$,

$$p_i^0w_{ij}=\frac{\nu_0}{Z}G_{ij},\qquad G_{ij}=e^{-\beta B_{ij}},\qquad B_{ij}=\max(E_i,E_j).$$

This is symmetric in $i$ and $j$: in equilibrium the two directions balance on every bond.

Now apply a small field $F$ along $x$. It replaces $E_j-E_i$ in the rates by $E_j-E_i-eFa\,s_{ij}$, where $s_{ij}=(x_j-x_i)/a$ is $\pm1$ along the field and 0 across it. The ratio of forward to backward rate gains the factor $e^{\beta eFa s_{ij}}$, so with the old occupations the net flux is $(\nu_0/Z)G_{ij}\,\beta eFa\,s_{ij}$ to first order. The occupations also respond. Write them as $p_i=p_i^0(1+\beta eFa\,u_i)$; this adds the same prefactor times $u_i-u_j$. Altogether

$$I_{ij}=\frac{\nu_0}{Z}\,\beta eFa\,G_{ij}d_{ij},\qquad d_{ij}=s_{ij}+u_i-u_j .$$

It is a resistor network: $G_{ij}$ is a conductance and $d_{ij}$ a voltage drop.

Q: And the mobility is the current through that network?

A: Divided by the number of carriers, which is one here. Counting each bond once, the drift velocity is $v=a\sum s_{ij}I_{ij}$. In the steady state the fluxes leaving each site sum to zero, so

$$\sum_{\rm bonds}I_{ij}(u_i-u_j)=\sum_iu_i\sum_jI_{ij}=0 .$$

We may therefore replace $s_{ij}$ by $d_{ij}$ in the velocity. With $\mu=v/F$,

$$\mu=ea^2\nu_0\,\beta\,\frac{g}{\langle e^{-\beta E}\rangle},\qquad g=\frac1N\sum_{\rm bonds}G_{ij}d_{ij}^2 ,$$

where $\langle e^{-\beta E}\rangle=Z/N$.

Three factors depend on temperature. The explicit $\beta$ contributes $-kT$ to $E_a$. The denominator contributes

$$\frac{d\ln\langle e^{-\beta E}\rangle}{d\beta}=-\langle E\rangle_{\rm eq}.$$

For $g$, the $u_i$ change with temperature too, but $\partial g/\partial u_i=(2/N)\sum_jG_{ij}d_{ij}=0$ by current conservation. Their change has no first-order effect, and only the conductances need differentiating:

$$-\frac{d\ln g}{d\beta}=\frac{\sum G_{ij}d_{ij}^2B_{ij}}{\sum G_{ij}d_{ij}^2}\equiv\langle B\rangle_{\rm diss}.$$

This is the mean bond energy, each bond weighted by the heat it dissipates. The sum is

$$E_a=\langle B\rangle_{\rm diss}-\langle E\rangle_{\rm eq}-kT .$$

Apart from the smaller term $kT$, the activation energy is the distance between two averages: the energy at which the current meets its resistance, and the energy at which carriers wait. Neither has to be a level in the density of states.

Q: Does that really come to 0.34 eV?

A: For four random lattices of 8000 sites each at 300 K, solving the network gives $\langle B\rangle_{\rm diss}=-0.023$ eV on average. With the infinite-lattice value of $\langle E\rangle_{\rm eq}$,

$$E_a=-0.0233+0.3868-0.0259=0.338\ \text{eV}.$$

This is 2% below the fitted law. So close a match belongs to this lattice: at the same $\sigma$ and temperature, an fcc lattice with twelve neighbours gives about 0.307 eV, and adding second-neighbour hops at 1.6% of the nearest-neighbour rate gives about 0.310 eV, some 10% below the law. The resistance sits near the centre of the Gaussian, where sites are plentiful, while the carriers wait in its lower tail.

The network formula was also tested against the steady state of the full rate equations, on three separate lattices of $12^3$ sites with a field energy of $10^{-6}$ eV per spacing. Averaged over the two field directions, the mobilities agreed to a relative difference below $10^{-8}$; in a single direction a finite lattice keeps a term linear in the field, and the difference is a few parts in $10^6$.

The two descriptions are close, but not identical:

| $T$ | $E_a$, fitted law | $E_a$, network |
|---|---|---|
| 250 K | 0.413 eV | 0.415 eV |
| 300 K | 0.344 eV | 0.338 eV |
| 350 K | 0.295 eV | 0.282 eV |

At 350 K the network value is 4% lower. The sample-to-sample spread of $\langle B\rangle_{\rm diss}$ is below 0.002 eV, so sampling scatter does not account for that gap. The infinite-lattice $\langle E\rangle_{\rm eq}$ is essential here: 8000 sites miss much of the deep tail, and their own $\langle E\rangle_{\rm eq}$ at 300 K averages $-0.33$ eV with a scatter of 0.045 eV. The law is a good summary of this simple cubic, nearest-neighbour model for $\sigma/kT$ from 3.3 to 4.6, the range covered here. It cannot hold in every limit: with $\sigma=0$ the network has $g=1$ and $\mu\propto1/T$, hence $E_a=-kT$, whereas the law gives zero.

Q: But my Arrhenius plot is a straight line. Your law is a parabola in $1/T$.

A: A short piece of a parabola is hard to tell from a line. Take the law at eleven equally spaced temperatures from 250 to 350 K. Its exponent is 6.65 at 300 K and scales as $1/T^2$, so it falls from $6.65\times(300/250)^2=9.58$ to $6.65\times(300/350)^2=4.89$. The mobility rises by $e^{4.69}$, about a hundredfold. A least-squares line through these points has $R^2=0.998$ and misses $\ln\mu$ by at most 0.125, or about 13% in mobility. With random scatter of standard deviation 0.125 in $\ln\mu$, a quadratic fit finds the curvature at the 5% level in about a third of trials; with half that scatter, in about nine out of ten.

The fitted slope is 0.352 eV, slightly above the local value at 300 K. To see why, write $\beta=\bar\beta+\delta$, where $\bar\beta$ is the mean over the points. The least-squares slope of $\beta^2$ against $\beta$ is

$$\frac{\langle(2\bar\beta\delta+\delta^2)\,\delta\rangle}{\langle\delta^2\rangle}=2\bar\beta+\frac{\langle\delta^3\rangle}{\langle\delta^2\rangle}.$$

Equal steps in $T$ are stretched on the cold side in $\beta$. This puts $\bar\beta$ above its 300 K value and makes $\langle\delta^3\rangle$ positive, and both raise the slope.

Q: Then the intercept should betray the difference. Disorder should extrapolate to $\mu_0$.

A: It does not. The tangent at $\beta_0=1/kT_0$ reaches $\beta=0$ at

$$\ln\mu(\beta_0)+E_a\beta_0=\ln\mu_0-\frac49\sigma^2\beta_0^2+\frac89\sigma^2\beta_0^2=\ln\mu_0+\frac49\sigma^2\beta_0^2 .$$

The apparent prefactor exceeds $\mu_0$ by $e^{6.65}=773$. With $\mu_0=0.01$ cm²/Vs, the mobility at 300 K is $0.01\,e^{-6.65}=1.3\times10^{-5}$ cm²/Vs, and the tangent points to 7.7 cm²/Vs.

A large prefactor does not rule out your trap either. For $x\gg1$ the trap model becomes $\mu\approx(\mu_f/r)e^{-\beta E_t}$, and its prefactor is enhanced by $1/r$. Choose $r=10^{-3}$ and match both mobility and slope at 300 K. The result is $E_t=0.3444$ eV, a trapped fraction of 0.998 and $\mu_f=7.9\times10^{-3}$ cm²/Vs. Its prefactor is $\mu_f/r=7.9$ cm²/Vs, nearly the same as the Gaussian one. Near 300 K the two models give you the same line.

Q: What measurement would separate them?

A: The change of slope with temperature. Under the Gaussian law $E_aT$ is constant; in the network it drifts from 104 to 99 eV K between 250 and 350 K. The matched trap keeps $E_a$ itself nearly constant: 0.344 eV at 250 K and 0.341 eV at 350 K. (With $\mu_f\propto1/T$, as on the lattice without disorder, the slope of a given trap is lower by $kT$, that is by 0.022 eV at 250 K and 0.030 eV at 350 K.) At 350 K this trap and the Gaussian law thus differ by 0.046 eV in local slope. That gap depends on $r$. A rarer trap with $r=3\times10^{-5}$, matched the same way, has $E_t=0.356$ eV and holds 97% of the carriers at 300 K, but it starts to empty on warming: its slope falls to 0.285 eV at 350 K, and its $\ln\mu$ stays within 0.02 of the Gaussian law from 300 to 350 K. On the cold side these two do part, with 0.355 eV against 0.413 eV at 250 K. A still rarer trap mimics the cold side instead: with $r=10^{-6}$ it has $E_t=0.403$ eV, holds 85% of the carriers at 300 K, reaches a slope of 0.400 eV at 250 K and stays within 0.06 of the law from 250 to 300 K, but its slope drops to 0.156 eV at 350 K. Fitted freely, a single trap with $r\approx6.5\times10^{-6}$ and $E_t=0.379$ eV follows the law within about 0.05 in $\ln\mu$ from 250 to 350 K, so the test needs both sides and a wide range: the best single trap still misses the law by only 0.07 from 227 to 350 K, by 0.17 from 200 to 350 K and by 0.24 from 200 to 400 K.

The mobilities separate more slowly. While nearly all carriers stay trapped, the trap model's line is the tangent to the parabola, so

$$\ln\frac{\mu_{\rm trap}}{\mu_{\rm Gauss}}\approx\frac49\sigma^2(\beta-\beta_0)^2 .$$

Setting this to $\ln2$ gives $\beta-\beta_0=\sqrt{0.693/0.00444}=12.5$ eV$^{-1}$. Added to $\beta_0=38.7$ eV$^{-1}$, this corresponds to 227 K on the cold side, which the full trap formula confirms.

Q: So I cool the film to 227 K and look for a factor of two?

A: Check first that carriers still reach equilibrium during the measurement. Consider a time-of-flight experiment on a film 20 µm thick in a field of 0.1 MV/cm, with $a=1$ nm. At 300 K the transit time is

$$t_{\rm tr}=\frac{L}{\mu F}=\frac{2\times10^{-3}\ \text{cm}}{(1.294\times10^{-5}\ \text{cm}^2/\text{Vs})(10^5\ \text{V/cm})}=1.5\ \text{ms}.$$

For a rough attempt rate, set $\mu_0=ea^2\nu_0/kT$, which gives $\nu_0=2.6\times10^{10}$ s$^{-1}$. Release from the mean energy to the centre of the Gaussian then takes about $e^{\sigma^2\beta^2}/\nu_0=0.12$ ms. The transit is about 13 times longer, so carriers at the mean energy are released many times over. Equilibrium is still incomplete, because the occupied distribution is $\sigma$ wide: states more than $kT\ln13=0.066$ eV below the mean release more slowly than the transit, and they hold about a quarter of the equilibrium carriers. In a rough multiple-trapping picture, with $2\times10^4$ to $2\times10^5$ sites met on the way, the median transit is about 35 to 20% shorter than the equilibrium one and its slope is about 0.06 to 0.03 eV lower.

On cooling, the release exponent $\sigma^2\beta^2$ grows faster than the transit exponent $\frac49\sigma^2\beta^2$. With $\nu_0$ held fixed, and $\sigma^2\beta_0^2=14.96$ at 300 K, the two times become equal when

$$\frac59\times14.96\left[\left(\frac{300\ \text{K}}{T}\right)^2-1\right]=\ln\frac{1.546}{0.122}=2.54 ,$$

or $T$ near 260 K. Fixing $\nu_0$ by the lattice mobility instead gives about $7\times10^{10}$ s$^{-1}$ and 250 K, so the figure is a rough one. On the lattice a carrier also need not climb to the centre to get away: at 300 K a site at the mean energy is typically left about eight to ten times faster than the time $e^{\sigma^2\beta^2}/\nu_0$ suggests. A fixed factor of eight moves the crossing to about 240 K with the first $\nu_0$ and about 230 K with the lattice one, and the factor itself grows on cooling. The loss of equilibrium is gradual in any case. In the multiple-trapping picture the median transit is 0.4 to 0.6 of the equilibrium one at 260 K and 0.2 to 0.3 at 227 K, where the equilibrium law no longer describes it. To be as close to equilibrium at 227 K as this film is at 300 K, a carrier would have to meet some five hundred to a thousand times more sites, so a slower, steady-state method is needed. It must also keep the carriers sparse, because filling of the deep sites, sized below, grows on cooling. At fixed density, with the trap line matched at 300 K, the factor of two at 227 K shrinks to about 1.7 at $8\times10^{12}$ cm$^{-3}$, 1.5 at $1.2\times10^{14}$ cm$^{-3}$ and 1.2 at $2.5\times10^{16}$ cm$^{-3}$. At that last density the Gaussian slope levels off, at 0.309 eV at 250 K and 0.315 eV at 200 K, so a constant slope there does not exclude disorder. Otherwise, you can compare local slopes on the warm side, as long as the film does not soften or crystallise, but that excludes only a trap that stays filled over the whole range.

Q: How close are these numbers to a real film, and would they hold in a memory device?

A: A width near 0.1 eV and a site spacing near 1 nm are rough values of the kind quoted for amorphous arylamine films, not derived here, and $\mu_0$ is an order of magnitude. The results depend steeply on the width: $\sigma=0.08$ eV gives $E_a=0.22$ eV and about ten times the mobility. A thin device can break the assumption of sparse carriers. Take a film of 100 nm under 1 V with relative permittivity 3. In ideal space-charge-limited flow the field at the exit is $3V/2L$, so Gauss's law gives a mean density $3\varepsilon V/(2eL^2)=2.5\times10^{16}$ cm$^{-3}$. That is one carrier per 40,000 sites, yet it matters, because the deep sites carriers seek are rare as well.

To size the effect, let the sites that limit the current stay well above the Fermi energy $E_F$. The conductivity then varies as $\beta g\,e^{\beta E_F}$, and at fixed density $-\langle E\rangle_{\rm eq}$ in $E_a$ is replaced by $-d(\beta E_F)/d\beta$. For sparse carriers, $\beta E_F=\text{const}-\sigma^2\beta^2/2$, which returns $\sigma^2\beta$ as before. With Fermi-Dirac filling of the Gaussian, $E_a$ falls by 0.050 eV, from 0.344 to 0.294 eV. The same disorder would then look like a shallower "trap".

In the time-of-flight film, let the injected charge be a tenth of the electrode charge $\varepsilon F$ per area, spread over the thickness. The density is $8\times10^{12}$ cm$^{-3}$ and the shift is $-0.002$ eV at 300 K, growing to about $-0.016$ eV at 250 K and $-0.034$ eV at 227 K. That is the low end, because the charge starts as a sheet: confined to 1 µm it gives $-0.009$ eV, and confined to 0.3 µm it gives $-0.015$ eV. The field of 0.1 MV/cm supplies 0.01 eV per spacing. On three lattices of $12^3$ sites it changed the mobility by 8% and $E_a$ by $-0.002$ eV, but the 8% is mostly scatter: on single lattices this small the factor runs from about 0.8 to 1.2 and often crosses 1 when the field is reversed. Averaged over both directions the mobility changes by a few per cent at most and $E_a$ by a few meV at most. Such small lattices undersample the deep tail, so these are indications of size and not bounds. They also hold only for independent site energies. With energies correlated as by random dipoles, at the same $\sigma$, four lattices of $14^3$ sites gave direction-averaged factors of 1.15 to 1.6 and shifts of $E_a$ from $-0.008$ to $-0.03$ eV, and lattices this small need not show the full effect. A real film may therefore depend on the field much more strongly.

Q: If I accept disorder, may I at least invert the formula and report $\sigma=0.1$ eV?

A: With its assumptions attached. Inversion gives $\sigma=\sqrt{9kTE_a/8}$, which assigns the whole slope to energetic disorder. If the molecules also relax around the charge, with reorganisation energy $\lambda$, a hop between equal levels costs roughly $\lambda/4$. For a chosen $\lambda=0.2$ eV that is 0.05 eV. Simply subtracting it would leave 0.294 eV for disorder, and

$$\sigma=\sqrt{\tfrac98\times0.02585\times0.294}\ \text{eV}=0.092\ \text{eV}.$$

That overcorrects. With Marcus rates the bond energy exceeds $\max(E_i,E_j)$ by $(|E_j-E_i|-\lambda)^2/4\lambda$, which equals $\lambda/4$ for equal levels and is smaller for $0<|E_j-E_i|<2\lambda$, and the prefactor $\propto\beta^{1/2}$ removes a further $kT/2$. On a lattice of $16^3$ sites these rates give $E_a=0.298$ eV for $\sigma=0.092$ eV and 0.350 eV for $\sigma=0.100$ eV, so 0.344 eV corresponds to 0.098 to 0.099 eV; these slopes move by up to 0.005 eV from one lattice to another. The answer depends on the rate model.

Other assumptions matter more. At $\sigma=0.1$ eV and 300 K, more neighbours or longer hops lowered the Miller-Abrahams value of 0.338 eV to between 0.29 and 0.31 eV in the cases tried, and energies correlated as by random dipoles gave about 0.28 eV at zero field, with single lattices of $14^3$ to $22^3$ sites scattering from 0.24 to 0.30 eV. In these cases the same slope calls for a larger $\sigma$. I have not sized the effect of irregular distances.

The inference back to disorder is no safer than the one to a trap: 0.34 eV at one temperature is compatible with a 0.1 eV Gaussian, with a trap level 0.34 eV deep that holds nearly all the carriers, and with mixtures of the two. A slope that keeps rising on cooling, while carriers remain in equilibrium, counts against a single level that holds nearly all the carriers, with constant $\mu_f$; a slope that falls on warming does not, since the level may simply be emptying, and a level that is only partly holding the carriers can also raise the slope on cooling over a limited range. Nor does a rising slope prove the distribution Gaussian, since other sets of levels can bend the plot too: two trap levels, about 0.31 and 0.52 eV deep, can follow the law within about 0.02 in $\ln\mu$ from 200 to 400 K. The numerical output below lists the values for the Gaussian law, the network and the trap with $r=10^{-3}$; it does not include the figures for the rarer and fitted traps, the curvature test, multiple trapping, escape from a deep site, thin charge sheets, filling away from 300 K, other lattices and longer hops, correlated energies or Marcus rates.

## Values computed for the example and the checks

```
Disorder width sigma: 0.100 eV
Thermal energy at 300 K: 0.02585 eV
sigma/kT at 300 K: 3.868
Exponent (2 sigma/3kT)^2: 6.650
Gaussian-law activation energy at 300 K: 0.3438 eV
Same slope if log10 were meant: 0.792 eV
Mean carrier energy: -0.3868 eV
Width of carrier energies: 0.1000 eV
Carriers within kT of energy -Ea: 18.7 %
Chosen mu0: 0.010 cm2/Vs
Mobility at 300 K: 1.294e-05 cm2/Vs
Apparent Arrhenius prefactor: 7.73 cm2/Vs
Apparent prefactor / mu0: 773
Arrhenius fit 250-350 K, 11 points, energy: 0.3524 eV
Arrhenius fit R squared: 0.99781
Largest fit deviation in ln mu: 0.125
Discrete rival, trap/transport state ratio: 1.0e-03
Discrete rival, trap depth: 0.3444 eV
Discrete rival, trapped fraction: 0.99836
Discrete rival, free mobility: 7.912e-03 cm2/Vs
Cold temperature where mobilities differ twofold: 226.6 K
250 K: Ea Gaussian law 0.4126 eV, discrete trap 0.3444 eV
250 K: Ea network 0.4152 eV, sample spread 0.0016 eV
300 K: Ea Gaussian law 0.3438 eV, discrete trap 0.3438 eV
300 K: Ea network 0.3376 eV, sample spread 0.0014 eV
350 K: Ea Gaussian law 0.2947 eV, discrete trap 0.3407 eV
350 K: Ea network 0.2821 eV, sample spread 0.0013 eV
Network mean dissipation energy at 300 K: -0.0233 eV
Network samples: 4 of 8000 sites
Largest master/network relative difference: 8.5e-10
Site spacing: 1.0 nm
Film thickness: 20 um
Field: 0.10 MV/cm
Field energy per site: 0.010 eV
Field mobility factor, 3 small lattices: 1.082
Field shift of Ea, 3 small lattices: -0.0024 eV
Time-of-flight carrier density: 8.29e+12 cm^-3
Time-of-flight filling shift of Ea: -0.0020 eV
100 nm film at 1 V, carrier density: 2.49e+16 cm^-3
100 nm film at 1 V, filling shift of Ea: -0.0500 eV
Transit time: 1.546 ms
Attempt rate estimated from mu0: 2.59e+10 1/s
Release time from mean energy: 0.122 ms
Chosen reorganisation energy: 0.20 eV
Polaronic barrier, one quarter of it: 0.050 eV
sigma for same total Ea with that barrier: 0.0924 eV
```
